# Correlated errors in imaginary-time data and the full chi-squared

**Q:** I have a correlation function $G(\tau)$ from a path-integral simulation, with an error bar $\sigma_l$ at each imaginary time $\tau_l$. To compare it with a candidate curve, I add the squared deviations in units of $\sigma_l$. Each time has its own average and its own error bar, so I treat the errors as independent. What is wrong with that?

**A:** Do you run a separate simulation for each time?

**Q:** No. I take one set of paths and measure all times on each path.

**A:** Then nothing makes the errors independent. Separate, independent runs would. Let us compute the covariance where it can be found in closed form: a harmonic oscillator of mass $m$ and frequency $\omega$, in Hartree atomic units with $\hbar=1$. A periodic path $x_0,\dots,x_{P-1}$ has slices of width $\Delta$, $\beta=P\Delta$, and weight $e^{-S}$ with

$$S=\sum_j\left[\frac{m(x_{j+1}-x_j)^2}{2\Delta}+\frac{m\Delta\omega^2x_j^2}{2}\right].$$

From each path we measure

$$g_l=\frac1P\sum_j x_jx_{j+l},\qquad G_l=\langle g_l\rangle,\qquad \tau_l=l\Delta .$$

Write $S=\tfrac12x^TKx$. The correlation matrix of this Gaussian weight is $K^{-1}$. Each $x_j^2$ receives $m/\Delta$ from its two kinetic terms and $m\Delta\omega^2/2$ from the potential, so $KG=1$ reads

$$(2+\omega^2\Delta^2)G_n-G_{n+1}-G_{n-1}=\frac{\Delta}{m}\delta_{n0}.$$

Define $w$ by $2\cosh(w\Delta)=2+\omega^2\Delta^2$. Since $\cosh(u+a)+\cosh(u-a)=2\cosh a\cosh u$, the periodic even solution for $0\le n\le P$ is $G_n=A\cosh[w(\beta/2-\tau_n)]$. At $n=0$, $G_{-1}=G_1$, and expanding $\cosh(w\beta/2-w\Delta)$ turns the left side into $2A\sinh(w\Delta)\sinh(w\beta/2)$. Hence

$$G_n=\frac{\Delta\cosh[w(\beta/2-\tau_n)]}{2m\sinh(w\Delta)\sinh(w\beta/2)}.$$

**Q:** That is the mean. How do the errors at two times $\tau_l$ and $\tau_m$ become related?

**A:** Through a four-point average. For Gaussian variables $\langle e^{s\cdot x}\rangle=e^{s^TGs/2}$, and the fourth-order term $(s^TGs)^2/8$ gives the sum over three pairings (Wick's theorem). The pairing within each measured product is $G_lG_m$, which the covariance subtracts. The other two leave

$$\mathrm{Cov}(g_l,g_m)=\frac1{P^2}\sum_{ij}\left[G_{j-i}G_{j-i+m-l}+G_{j-i+m}G_{j-i-l}\right].$$

The summand depends on $n=j-i$ alone, so one sum gives a factor $P$. In the second term, shift $n$ by $l$. With $H_s=\sum_nG_nG_{n+s}$, the covariance of the mean over $N$ independent paths is

$$C_{lm}=\frac{H_{l-m}+H_{l+m}}{NP}.$$

Every $G_n$ is positive, so every element of $C$ is positive. A path with a large excursion raises the estimate at many times together.

**Q:** Perhaps the off-diagonal part is small.

**A:** Take small $\Delta$ and large $\beta$, with both times far from $0$ and $\beta/2$. Then $G\propto e^{-\omega|\tau|}$, and $H_{l+m}$ is negligible. For a separation $t>0$,

$$\int e^{-\omega|s|-\omega|s+t|}ds=te^{-\omega t}+2\,\frac{e^{-\omega t}}{2\omega},$$

where the first term comes from $-t<s<0$ and the second from the two outer regions. Dividing by the value at $t=0$ gives the correlation coefficient

$$R(t)=(1+\omega t)e^{-\omega t}\simeq1-\tfrac12(\omega t)^2\quad(\omega t\ll1).$$

A finer time grid therefore makes neighbouring errors more nearly identical.

For numbers, take $m=1$, $\omega=1$ Hartree, $\beta=8$ and $P=32$, so $\Delta=0.25$ (times in inverse Hartree). There are 17 distinct times from 0 to $\beta/2$, and $N=80000$ independent paths. The error at $\tau=1$ has correlation 0.975 with that at 1.25, 0.750 with that at 2, and still 0.281 with that at 4. These come from the full $C$, because 1 and 4 are not far from the ends. Sampled bins give 0.973, 0.731 and 0.276.

**Q:** So if I ignore this, my errors are too small?

**A:** That depends on what you compute. For a linear combination $\sum_la_lg_l$ the variance is $a^TCa$, while independence keeps only $\sum_la_l^2\sigma_l^2$. Where all $C_{lm}$ are positive, as in this model, the missing terms $a_la_mC_{lm}$ are positive if the coefficients have equal signs and negative if they differ.

The static susceptibility $\int_0^\beta G\,d\tau$ is a sum with positive weights. On the grid it is $\Delta\sum_lg_l=(\Delta/P)X^2$ with $X=\sum_jx_j$. Summing the equation for $G_n$ over $n$ gives $\omega^2\Delta^2\sum_nG_n=\Delta/m$, so its mean is $1/(m\omega^2)=1$ bohr²/Hartree. Because $X$ is Gaussian, $\mathrm{Var}(X^2)=2\langle X^2\rangle^2$, and the relative error is $\sqrt{2/N}=\sqrt{2/80000}=0.0050$. Treating the 17 times as independent gives 0.0015, which is too small by a factor of 3.3.

The effective gap $E_l=\ln(g_l/g_{l+1})/\Delta$ is a difference. To first order in the errors, with $r_l=\sigma_l/G_l$ and $R_{lm}=C_{lm}/(\sigma_l\sigma_m)$,

$$\mathrm{Var}(E_l)=\frac{r_l^2+r_{l+1}^2-2R_{l,l+1}r_lr_{l+1}}{\Delta^2}.$$

At $\tau=1$ the true error is 0.0055 Hartree, while independence gives 0.0259, too large by a factor of 4.7.

**Q:** What should replace my sum of squares?

**A:** Let $\delta_l$ be the measured mean minus the candidate curve. For many independent paths, the central limit theorem makes the errors jointly Gaussian, with density proportional to $\exp(-\tfrac12\delta^TC^{-1}\delta)$ if the candidate is true. The measure of misfit is thus

$$\chi^2=\delta^TC^{-1}\delta .$$

To compare it with your sum, set $z_l=\delta_l/\sigma_l$. The covariance of $z$ is the correlation matrix $R$, with orthonormal eigenvectors $u_a$ and eigenvalues $\lambda_a$. Then $z=\sum_a\sqrt{\lambda_a}\,\xi_au_a$ with independent unit Gaussians $\xi_a$, and

$$\chi^2_{\rm diag}=\sum_lz_l^2=\sum_a\lambda_a\xi_a^2,\qquad \chi^2=\sum_a\xi_a^2 .$$

Let $p$ be the number of times. Since $\langle\xi_a^2\rangle=1$ and $\mathrm{Var}(\xi_a^2)=2$, the full form has mean $p$ and variance $2p$. Yours has mean $\sum_a\lambda_a=\mathrm{Tr}R=p$ and variance $2\sum_a\lambda_a^2=2\,\mathrm{Tr}R^2$.

**Q:** My sum has the right mean, then. Why is it a poor test?

**A:** Because its spread is wrong. Here $p=17$ and the predicted variance is 296 instead of 34. Match the mean and variance to those of a multiple $c\chi^2_\nu$ of a chi-squared variable: $c\nu=p$ and $2c^2\nu=2\,\mathrm{Tr}R^2$ give $\nu=p^2/\mathrm{Tr}R^2=1.95$. By this measure your 17 deviations fluctuate like about two independent ones.

The usual 5% and 95% points for 17 degrees of freedom are 8.67 and 27.59. In repeated simulated experiments with the true curve, the diagonal sum fell below the lower point in 39.4% of cases and above the upper one in 18.5%. The full form gave 4.6% and 4.7%, close to the intended 5% on each side. A small diagonal sum is thus weak evidence of a good fit, and a large one is weak evidence of a bad fit.

**Q:** Can the diagonal sum also miss a wrong curve?

**A:** Yes. Consider two deviations of size $0.5\sigma_l$ at every time, one with constant sign and one with alternating sign. Both give $\chi^2_{\rm diag}=17\times0.25=4.25$. The full form is $\sum_a(u_a\cdot z)^2/\lambda_a$, and the eigenvalues run from 0.0024 to 11.4. It gives 0.43 for the smooth deviation and about 1600 for the alternating one. With noise present, these are the amounts a wrong curve adds to the mean value 17 of $\chi^2$. In the combination of times most sensitive to it, the smooth deviation is $\sqrt{0.43}\approx0.65$ standard deviations and is lost in the noise, while the alternating one is $\sqrt{1600}=40$ standard deviations, which noise of this kind practically never produces.

**Q:** I mostly fit parameters. Does the weighting matter there?

**A:** It affects both the result and its quoted error. Let the curve depend on parameters $\theta$, with Jacobian $J$ at the true values, and let $\epsilon$ be the statistical error of the data, of covariance $C$. For a symmetric weight matrix $W$, minimizing $(\epsilon-J\delta\theta)^TW(\epsilon-J\delta\theta)$ to leading order in the errors requires $J^TW(\epsilon-J\delta\theta)=0$, so

$$\delta\theta=M\epsilon,\quad M=(J^TWJ)^{-1}J^TW,\quad \mathrm{Cov}(\theta)=MCM^T .$$

With $W=C^{-1}$ this is $(J^TC^{-1}J)^{-1}$. A diagonal fit has $W=D^{-1}$, $D=\mathrm{diag}(\sigma_l^2)$, and usually quotes $(J^TD^{-1}J)^{-1}$, which assumes $C=D$.

When $C$ is known, the full weights are also the best choice among fixed $W$. Let $M_0$ be $M$ for $W=C^{-1}$, and write $M=M_0+B'$. Every such $M$ obeys $MJ=1$, so $B'J=0$. The cross term is then $M_0CB'^T=(J^TC^{-1}J)^{-1}(B'J)^T=0$, leaving $MCM^T=M_0CM_0^T+B'CB'^T$. The last term cannot lower any variance.

For a fit of the amplitude $G(0)$ and the gap $E$ in $G(0)\cosh[E(\beta/2-\tau)]/\cosh(E\beta/2)$, the gap errors are:

- claimed by the diagonal fit: 0.0018 Hartree;
- true for the diagonal fit: 0.0042 Hartree;
- true for the full-covariance fit: 0.0020 Hartree.

The scatter of repeated fits was 0.0043 Hartree with diagonal weights and 0.0020 with full weights. The diagonal fit remains unbiased to leading order. Its fault is a larger error, together with a quoted error that is too small here by a factor of 2.3.

**Q:** In my simulations I do not know $C$. Can I estimate it from ten bins?

**A:** Not if you need its inverse at 17 times. Let $g_b$ now denote the vector of averages in bin $b$, for $B$ bins that are independent, which requires each to be much longer than the autocorrelation time of the simulation. With $d_b=g_b-\bar g$, the estimated covariance of one bin is

$$S=\frac1{B-1}\sum_{b=1}^{B}d_bd_b^T,$$

and that of the mean is $S/B$. The vectors $d_b$ sum to zero, so at most $B-1$ of them are linearly independent, and

$$\mathrm{rank}\,S\le\min(p,B-1).$$

Thus $S$ is singular for $B\le p$, including $B=p$. In the example, 10, 17 and 18 bins give ranks 9, 16 and 17.

**Q:** Could I discard the zero eigenvalues and use a pseudo-inverse?

**A:** You would then give no weight to directions you have failed to measure. If $Sv=0$, then $\sum_b(v\cdot d_b)^2=(B-1)v^TSv=0$, so all ten bins agree on the combination $v\cdot g$. The rank bound forces this on at least $p-B+1=8$ directions, whatever the data. Its true variance is not zero. Among the null directions of the first ten bins, the one with the largest true variance has a standard deviation of 0.0047 bohr² per bin. The ten bins show zero to rounding accuracy, while the 390 unused bins show 0.0047 bohr². An ordinary inverse would give this direction infinite weight, and the pseudo-inverse gives it none.

If you have few bins, a diagonal fit avoids inverting $S$. For weights fixed independently of these bins, $MSM^T/B$ is an unbiased estimate of the parameter covariance, because $S$ enters linearly, but with few bins it is noisy. If the weights use $\sigma_l$ estimated from the same bins, $M$ depends on $S$ and the estimate is no longer guaranteed to be unbiased.

**Q:** And with enough bins the singularity always goes away?

**A:** Not if the times are tied by an exact identity. On every periodic path $g_{P-l}=g_l$. If you keep all 32 times, the rank is still 17 with 400 bins. These null directions are exact, not a lack of bins: the true variance along them is zero, so for a curve with the same symmetry a pseudo-inverse over all 32 times gives the same $\chi^2$ as the inverse over 17. The simplest course is to remove the mirror images first.

**Q:** I remove them and take 20 bins for 17 times. Now $S$ has an inverse. Is that sufficient?

**A:** The inverse exists, but it is badly biased. Suppose the bins are Gaussian, the candidate curve is fixed in advance and true, and you compute $T^2=B\,\delta^TS^{-1}\delta$. A linear change of variables leaves $T^2$ unchanged, so we may take the covariance of one bin to be the unit matrix.

Now combine the $B$ error vectors $g_b-G$ by an orthogonal matrix whose first row is constant, $1/\sqrt B$. The first combination is $\xi=\sqrt B\,\delta$. The other $n=B-1$ combinations $y_i$ are independent of it and of each other, with unit covariance. An orthogonal combination preserves $\sum_b(g_b-G)(g_b-G)^T$, so subtracting $\xi\xi^T$ leaves $nS=Y=\sum_iy_iy_i^T$, and

$$T^2=n\,\xi^TY^{-1}\xi .$$

The distribution of $Y$ is unchanged by rotations and independent of $\xi$. Rotating the first axis along $\xi$ gives $T^2=n|\xi|^2(Y^{-1})_{11}$. By block inversion, with $r$ denoting the other $p-1$ components,

$$\frac1{(Y^{-1})_{11}}=Y_{11}-Y_{1r}Y_{rr}^{-1}Y_{r1}.$$

Collect the first components of all $y_i$ into a vector of length $n$. The right side is the squared length of its part orthogonal to the $p-1$ vectors formed likewise from the other components. It is thus a sum of $n-(p-1)=B-p$ squared unit Gaussians, and

$$T^2=(B-1)\frac{\chi^2_p}{\chi^2_{B-p}},$$

with independent numerator and denominator. The density of $\chi^2_\nu$ is proportional to $x^{\nu/2-1}e^{-x/2}$, so for $\nu>2$

$$\left\langle\frac1{\chi^2_\nu}\right\rangle=\frac{2^{\nu/2-1}\Gamma(\nu/2-1)}{2^{\nu/2}\Gamma(\nu/2)}=\frac1{\nu-2}.$$

Therefore

$$\langle T^2\rangle=p\,\frac{B-1}{B-p-2}\qquad(B>p+2).$$

With 20 bins this is $17\times19/1=323$, where a known covariance would give 17.

**Q:** How many bins do I need?

**A:** The excess factor is $1+(p+1)/(B-p-2)$, so the mean is shifted by $p(p+1)/(B-p-2)$. The ordinary chi-squared limits hold only if this shift is small against the width $\sqrt{2p}$, which requires $B\gg p^{3/2}$ (about 70 for $p=17$), not merely $B\gg p$. With the same 80000 paths divided differently, and a nominal 5% chance of rejecting the true curve:

- 20 bins reject it in 97% of cases;
- 40 bins reject it in 53%, with $\langle T^2\rangle=17\times39/21=31.6$;
- 200 bins reject it in 10%, with $\langle T^2\rangle=17\times199/181=18.7$.

The rates are theoretical, and simulated experiments reproduce them to within one percentage point. You can also correct the limits. By the law above, $T^2(B-p)/[p(B-1)]$ is a ratio of two independent chi-squared variables, each divided by its number of degrees of freedom. That is the $F$ distribution with $(p,B-p)$ degrees of freedom, and its limits account for the noise in $S$.

If you cannot make more bins while keeping each much longer than the autocorrelation time, use fewer times. A smaller $p$ lowers the excess factor, but it has a cost. Because neighbouring errors nearly cancel in differences, thinning the grid discards well-measured differences and weakens the test against deviations that change from one time to the next, such as the alternating one above.

## Computed values

```
mass 1.0 m_e, omega 1.0 Hartree, beta 8.0 1/Hartree
slices 32, step 0.25 1/Hartree, distinct times 17
paths 80000, bins 400, paths per bin 200
exact gap of discretized path 0.997414 Hartree
tau (1/Hartree), exact G, sampled G, exact std error (bohr^2):
  0.00 0.496479 0.497581 0.000890
  1.00 0.183515 0.184912 0.000749
  2.00 0.068766 0.069324 0.000684
  4.00 0.018369 0.017256 0.000890
correlation coefficient of errors at tau=1 and tau': exact, from bins
  tau'=1.25 1/Hartree: 0.9755 0.9732
  tau'=2.00 1/Hartree: 0.7496 0.7306
  tau'=3.00 1/Hartree: 0.4219 0.3911
  tau'=4.00 1/Hartree: 0.2807 0.2756
correlation matrix eigenvalues: max 11.419, min 2.390e-03
p^2/Tr(R^2) = 1.954
diagonal chi2: mean 17.04, variance 301.5, predicted variance 295.8
full chi2: mean 17.02, variance 33.4, predicted variance 34
nominal 5% and 95% points of chi2: 8.67, 27.59
  diagonal: fraction below 0.394, above 0.185
  full: fraction below 0.046, above 0.047
half-sigma deviation, diagonal chi2 (both shapes): 4.25
  full chi2: smooth 0.428, alternating 1597.8
susceptibility 1.0000 bohr^2/Hartree; error if independent 0.00151, true 0.00500
effective gap at tau=1: error if independent 0.02590, true 0.00551 Hartree
fit errors: claimed by diagonal fit, true for it, full-covariance fit
  amplitude (bohr^2): 0.000678 0.001018 0.000890
  gap (Hartree): 0.001816 0.004214 0.002003
  scatter of fitted gaps: diagonal 0.004317, full 0.001979 Hartree
bins 10: rank 9 of 17
bins 17: rank 16 of 17
bins 18: rank 17 of 17
bins 400: rank 17 of 17
bins 400, all 32 times with mirror images: rank 17
null direction of 10 bins, std per bin (bohr^2): seen 3.1e-17, true 0.00474, unused bins 0.00470
bins, mean T2 (theory), median T2 (sampled), rejection at nominal 5%:
  20: 323.00, 133.65, theory 0.973, sampled 0.968
  40: 31.57, 28.87, theory 0.529, sampled 0.536
  200: 18.69, 17.72, theory 0.101, sampled 0.102
```
